# Ohmic heating of a bulk plasma by a fixed rf current: a numerical check

```python
"""Ohmic heating of a uniform bulk plasma by a prescribed rf current.

Result under test (atomic units, vacuum permittivity 1/(4 pi)):
    p = nu J0^2/(2 n) * wp^4 / ((wp^2 - w^2)^2 + w^2 nu^2),  wp^2 = 4 pi n
with dense limit p = nu J0^2/(2 n), and a maximum of p over density at
    n_star = w sqrt(w^2 + nu^2) / (4 pi).
p: period-averaged power density, J0: peak total current density,
n: electron density, nu: momentum-transfer collision frequency,
w: angular drive frequency, wp: plasma frequency,
u: electron drift velocity, E: electric field.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

PI = np.pi


def power_formula(n, nu, w, J0):
    wp2 = 4 * PI * n
    return nu * J0**2 / (2 * n) * wp2**2 / ((wp2 - w**2)**2 + (w * nu)**2)


def dense_formula(n, nu, J0):
    return nu * J0**2 / (2 * n)


def peak_density_formula(nu, w):
    return w * np.sqrt(w**2 + nu**2) / (4 * PI)


def solve_amplitudes(n, nu, w, J0):
    """Complex u and E from momentum balance and total current."""
    matrix = np.array([[nu + 1j * w, 1.0], [-n, 1j * w / (4 * PI)]])
    return np.linalg.solve(matrix, np.array([0.0, J0], dtype=complex))


def work_on_electrons(n, nu, w, J0):
    """Average of conduction current times field, from the amplitudes."""
    u, E = solve_amplitudes(n, nu, w, J0)
    return 0.5 * np.real(-n * u * np.conj(E))


def time_domain_power(n, nu, w, J0):
    """Integrate from rest; average over one period after transients."""
    period = 2 * PI / w

    def rates(t, y):
        u, E = y
        return [-E - nu * u, 4 * PI * (J0 * np.cos(w * t) + n * u)]

    samples = 14 * period + np.arange(256) * period / 256
    run = solve_ivp(rates, (0, 15 * period), [0.0, 0.0], method="DOP853",
                    t_eval=samples, rtol=1e-9, atol=1e-11)
    assert run.success
    u, E = run.y
    displacement = J0 * np.cos(w * samples) + n * u
    return (np.mean(-n * u * E), np.mean(n * nu * u**2),
            np.mean(displacement * E))


# --- Time integration against the formula, on both sides of the maximum ---
nu_t, w_t, J_t = 0.7, 1.0, 1.0
dense_error = {}
for wp2 in (0.5, 1.2, 4.0, 30.0, 200.0, 400.0):
    n_t = wp2 / (4 * PI)
    work, friction, displacement_work = time_domain_power(n_t, nu_t, w_t, J_t)
    expected = power_formula(n_t, nu_t, w_t, J_t)
    assert abs(work / expected - 1) < 1e-5
    assert abs(friction / expected - 1) < 1e-5
    assert abs(displacement_work) < 1e-5 * expected
    dense_error[wp2] = work / dense_formula(n_t, nu_t, J_t) - 1

# Dense limit: leading relative correction is 2 w^2 / wp^2
for wp2 in (200.0, 400.0):
    assert abs(dense_error[wp2] * wp2 / (2 * w_t**2) - 1) < 0.02

# --- Density of maximum heating, found numerically ---
for nu_c in (0.1, 0.7, 3.0):
    best = minimize_scalar(
        lambda x: -work_on_electrons(np.exp(x), nu_c, w_t, J_t),
        bounds=(np.log(1e-3), np.log(1e2)), method="bounded",
        options={"xatol": 1e-9})
    n_peak = peak_density_formula(nu_c, w_t)
    assert abs(np.exp(best.x) / n_peak - 1) < 1e-5
    above = [work_on_electrons(n_peak * f, nu_c, w_t, J_t)
             for f in np.geomspace(1.01, 1e3, 60)]
    below = [work_on_electrons(n_peak / f, nu_c, w_t, J_t)
             for f in np.geomspace(1.01, 1e3, 60)]
    assert np.all(np.diff(above) < 0) and np.all(np.diff(below) < 0)

# --- Monte Carlo: single electrons, elastic isotropic scattering ---
rng = np.random.default_rng(12345)
count, E_mc = 200000, 1.0
t_end = 6 * 2 * PI / w_t
drift_start = np.real(-E_mc / (nu_t + 1j * w_t))
velocity = np.zeros((count, 3))
velocity[:, 0] = drift_start
clock = np.zeros(count)
flying = True
while flying:
    arrival = np.minimum(clock + rng.exponential(1 / nu_t, count), t_end)
    velocity[:, 0] -= E_mc / w_t * (np.sin(w_t * arrival)
                                    - np.sin(w_t * clock))
    hit = np.flatnonzero(arrival < t_end)
    speed = np.linalg.norm(velocity[hit], axis=1)
    direction = rng.normal(size=(hit.size, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    velocity[hit] = speed[:, None] * direction
    clock = arrival
    flying = hit.size > 0
energy = 0.5 * np.sum(velocity**2, axis=1)
mc_heating = (energy.mean() - 0.5 * drift_start**2) / t_end
mc_error = energy.std() / np.sqrt(count) / t_end
drift_heating = 0.5 * nu_t * E_mc**2 / (nu_t**2 + w_t**2)
assert mc_error < 0.01 * drift_heating
assert abs(mc_heating - drift_heating) < 5 * mc_error
drift_error = velocity[:, 0].std() / np.sqrt(count)
assert abs(velocity[:, 0].mean() - drift_start) < 5 * drift_error

# --- Worked example: inputs in angstrom, second, elementary charge ---
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
t_au = const.physical_constants["atomic unit of time"][0]
frequency, nu_s, J_in = 13.56e6, 1.0e8, 1.0
densities = {"dense": 1.0e-14, "dilute": 1.0e-15}
w_s = 2 * PI * frequency
w_au, nu_au = w_s * t_au, nu_s * t_au
J_au = J_in * bohr**2 * t_au
to_power = hartree / (bohr**3 * t_au)
to_watt = const.e / const.angstrom**3


def example(n_in):
    n = n_in * bohr**3
    u, E = solve_amplitudes(n, nu_au, w_au, J_au)
    p = work_on_electrons(n, nu_au, w_au, J_au) * to_power
    return {"ratio": 4 * PI * n / w_au**2,
            "speed": abs(u) * bohr / t_au,
            "excursion": abs(u) / w_au * bohr,
            "drift_energy": 0.5 * abs(u)**2 * hartree,
            "force": abs(E) * hartree / bohr,
            "simple": dense_formula(n, nu_au, J_au) * to_power,
            "power": p, "per_electron": p / n_in, "E_au": abs(E)}


results = {name: example(n_in) for name, n_in in densities.items()}

# Independent SI route: half J^2 times the real part of the resistivity
for name, n_in in densities.items():
    n_si = n_in / const.angstrom**3
    J_si = J_in * const.e / const.angstrom**2
    sigma = n_si * const.e**2 / (const.m_e * (nu_s + 1j * w_s))
    p_si = 0.5 * J_si**2 * np.real(1 / (sigma + 1j * w_s * const.epsilon_0))
    assert abs(results[name]["power"] * to_watt / p_si - 1) < 1e-7

# Same field amplitude as in the dense case, applied to the dilute plasma
n_dilute = densities["dilute"] * bohr**3
u_fixed = -results["dense"]["E_au"] / (nu_au + 1j * w_au)
p_fixed_field = 0.5 * n_dilute * nu_au * abs(u_fixed)**2 * to_power

n_star = peak_density_formula(nu_au, w_au) / bohr**3
at_star = example(n_star)
below_star = example(n_star / 10)

print(f"drive frequency: {frequency:.4e} Hz")
print(f"angular frequency w: {w_s:.4e} 1/s")
print(f"collision frequency nu: {nu_s:.3e} 1/s")
print(f"peak current density J0: {J_in:.3f} e/(angstrom^2 s)")
for name, n_in in densities.items():
    r = results[name]
    print(f"{name}: electron density: {n_in:.3e} 1/angstrom^3")
    print(f"{name}: wp^2/w^2: {r['ratio']:.4e} (no unit)")
    print(f"{name}: peak drift speed: {r['speed']:.4e} angstrom/s")
    print(f"{name}: excursion amplitude: {r['excursion']:.4e} angstrom")
    print(f"{name}: peak drift energy: {r['drift_energy']:.4e} eV")
    print(f"{name}: peak field force: {r['force']:.4e} eV/angstrom")
    print(f"{name}: power per electron: {r['per_electron']:.4e} eV/s")
    print(f"{name}: dense-limit p: {r['simple']:.4e} eV/(angstrom^3 s)")
    print(f"{name}: full p: {r['power']:.4e} eV/(angstrom^3 s)")
    print(f"{name}: full p converted: {r['power'] * to_watt:.2f} W/m^3")
    print(f"{name}: full p / dense-limit p: {r['power'] / r['simple']:.5f}")
a, b = results["dilute"], results["dense"]
print("dilute/dense ratios at fixed current (no unit):")
print(f"  drift speed: {a['speed'] / b['speed']:.3f}")
print(f"  field: {a['force'] / b['force']:.3f}")
print(f"  power per electron: {a['per_electron'] / b['per_electron']:.2f}")
print(f"  power per volume: {a['power'] / b['power']:.3f}")
print(f"dilute p at the dense field: {p_fixed_field:.4e} eV/(angstrom^3 s)")
print(f"  its ratio to dense p: {p_fixed_field / b['power']:.4f}")
print(f"density of maximum heating n*: {n_star:.4e} 1/angstrom^3")
print(f"formal peak drift energy at n*: {at_star['drift_energy']:.3e} eV")
print(f"p(n*/10)/p(n*): {below_star['power'] / at_star['power']:.4f}")
print(f"Monte Carlo heating, scaled units: {mc_heating:.4f}")
print(f"Monte Carlo standard error, scaled units: {mc_error:.4f}")
print(f"drift formula heating, scaled units: {drift_heating:.4f}")
print("tests ok")
```

Running it gives:

```
drive frequency: 1.3560e+07 Hz
angular frequency w: 8.5200e+07 1/s
collision frequency nu: 1.000e+08 1/s
peak current density J0: 1.000 e/(angstrom^2 s)
dense: electron density: 1.000e-14 1/angstrom^3
dense: wp^2/w^2: 4.3843e+03 (no unit)
dense: peak drift speed: 1.0002e+14 angstrom/s
dense: excursion amplitude: 1.1740e+06 angstrom
dense: peak drift energy: 2.8441e-04 eV
dense: peak field force: 7.4711e-10 eV/angstrom
dense: power per electron: 2.8441e+04 eV/s
dense: dense-limit p: 2.8428e-10 eV/(angstrom^3 s)
dense: full p: 2.8441e-10 eV/(angstrom^3 s)
dense: full p converted: 45.57 W/m^3
dense: full p / dense-limit p: 1.00046
dilute: electron density: 1.000e-15 1/angstrom^3
dilute: wp^2/w^2: 4.3843e+02 (no unit)
dilute: peak drift speed: 1.0023e+15 angstrom/s
dilute: excursion amplitude: 1.1764e+07 angstrom
dilute: peak drift energy: 2.8558e-02 eV
dilute: peak field force: 7.4865e-09 eV/angstrom
dilute: power per electron: 2.8558e+06 eV/s
dilute: dense-limit p: 2.8428e-09 eV/(angstrom^3 s)
dilute: full p: 2.8558e-09 eV/(angstrom^3 s)
dilute: full p converted: 457.55 W/m^3
dilute: full p / dense-limit p: 1.00457
dilute/dense ratios at fixed current (no unit):
  drift speed: 10.021
  field: 10.021
  power per electron: 100.41
  power per volume: 10.041
dilute p at the dense field: 2.8441e-11 eV/(angstrom^3 s)
  its ratio to dense p: 0.1000
density of maximum heating n*: 3.5169e-18 1/angstrom^3
formal peak drift energy at n*: 3.270e+03 eV
p(n*/10)/p(n*): 0.0799
Monte Carlo heating, scaled units: 0.2349
Monte Carlo standard error, scaled units: 0.0004
drift formula heating, scaled units: 0.2349
tests ok
```
